Folding K onto Gamma in hexagonal supercells and the hidden direct gap

**Problem**

A hexagonal monolayer has primitive vectors a1 and a2 of length a, enclosing 120°. The reciprocal vectors satisfy bᵢ·aⱼ = 2πδᵢⱼ, and the zone corners are K = (b1 + b2)/3 and K' = −K, up to reciprocal vectors. A diagonal supercell has edges n1a1 and n2a2. It keeps the hexagonal shape when n1 = n2 = N.

As a solvable example, take a honeycomb crystal with one orbital on each of the sites A and B. The site energies are +Δ on A and −Δ on B. The Hamiltonian matrix element is +t between nearest neighbours and +s between second neighbours on B. The lower band is filled and the upper band is empty. Rydberg atomic units are used, with the round model parameters

a = 6 bohr, Δ = 0.06 Ry, t = 0.05 Ry,

and two choices of s: 0.01 Ry (crystal 1) and 0.02 Ry (crystal 2). The supercells are perfect repetitions, without defects or relaxation, and spin-orbit coupling is left out.

(a) Which diagonal supercells fold K onto Gamma, and where does K go in the other N × N cells?

(b) What gap does a 3 × 3 cell show at its Gamma point for each crystal, and is it the direct gap of the primitive cell?

(c) How do the gap at the supercell Gamma point and the smallest gap at equal supercell wavevector depend on N?

(d) How can the primitive direct gap be recovered from the supercell?

**First estimate by scaling**

Two points of the primitive zone can be treated at once. At Gamma the three nearest-neighbour phases add to 3 and the six second-neighbour phases add to 6. At K the three nearest-neighbour phases are 120° apart and cancel, while the six second-neighbour phases add to −3. The matrices in the basis (A, B) are therefore

H(Gamma) = [[Δ, 3t], [3t, −Δ + 6s]]

H(K) = [[Δ, 0], [0, −Δ − 3s]].

For crystal 2 the diagonal entries at Gamma are both 0.06 Ry and the coupling is 0.15 Ry. The levels are −0.09 and 0.21 Ry at Gamma, and −0.12 and 0.06 Ry at K. If these points hold the band edges, the fundamental gap runs from Gamma to K:

E_g = 0.06 − (−0.09) = 0.15 Ry.

The vertical gap at K is larger, 0.06 − (−0.12) = 0.18 Ry.

An N × N supercell folds together primitive wavevectors on a mesh of spacing about 2π/(Na). The mesh through Gamma should miss K by a distance of order 1/N. Energies rise quadratically from a smooth band minimum, so the error in the gap should fall as 1/N². The values at N = 1 set the scale. At Gamma alone the gap of the primitive cell is 0.21 + 0.09 = 0.30 Ry, which exceeds E_g by 0.15 Ry. The smallest vertical gap exceeds E_g by 0.03 Ry. This gives

gap at Gamma ≈ 0.15 + 0.15/N² Ry

smallest equal-wavevector gap ≈ 0.15 + 0.03/N² Ry.

For N = 3 the estimates are 0.167 and 0.153 Ry. They describe a smooth approach to E_g in which N = 3 has no special place. The weak point is the assumption that the mesh misses K for every N.

**Exact solution**

*The folding rule.* A Bloch state with primitive wavevector k acquires the phase exp(ik·T) under a translation T. A supercell distinguishes states only by their phases under its own translations T = m1n1a1 + m2n2a2, with integer m1 and m2. Gamma gives the phase 1 for every T. Hence K folds onto Gamma if and only if exp(iK·T) = 1 for all m1 and m2. Since K·a1 = K·a2 = 2π/3,

K·T = 2π(m1n1 + m2n2)/3.

Choosing (m1, m2) = (1, 0) and then (0, 1) shows that n1/3 and n2/3 must both be integers. If they are, every phase is 1. The condition is therefore that 3 divides both n1 and n2. A 3 × 6 cell qualifies and a 3 × 4 cell does not. The hexagonal cells that qualify are N = 3, 6, 9 and so on. K' = −K follows the same rule.

For the remaining N × N cells, use the supercell reciprocal vectors Bᵢ = bᵢ/N:

K = (N/3)B1 + (N/3)B2.

Integer parts of the coefficients can be dropped. If N = 3m + 1, what remains is (1/3, 1/3), the supercell K. If N = 3m + 2, what remains is (2/3, 2/3), which is equivalent to (−1/3, −1/3), the supercell K'.

The rule concerns diagonal cells. The rotated cell with edges 2a1 + a2 and −a1 + a2 has edge length √3 a and holds three primitive cells. There K·T equals 2π for the first edge and 0 for the second, so this smaller cell also folds K onto Gamma.

*What the supercell spectrum contains.* At a supercell wavevector q, the primitive wavevectors with the same supercell phases are q + G, where G = (ib1 + jb2)/N and i, j run from 0 to N − 1. There are N² of them, each with two levels. States with different primitive wavevectors are orthogonal, because they have different eigenvalues under primitive translations. Together they supply 2N² independent states, which is the number of orbitals in the supercell. The supercell spectrum is thus the union of these primitive levels, with nothing added or lost.

In both crystals all lower-band energies lie below all upper-band energies, as shown below. The gap at q then runs from the highest folded valence level to the lowest folded conduction level. Its minimum over q is

D_N = min over q of [min over G of E₊(q + G) − max over G' of E₋(q + G')].

The vectors G and G' are chosen independently. Requiring G = G' would give back the primitive direct gap D_1, so removing this restriction can only lower the result or leave it unchanged. No pair of levels can be closer than the fundamental gap. Hence

E_g ≤ D_N ≤ D_1.

Equality on the left requires a valence maximum and a conduction minimum that fold onto the same q.

*The primitive bands.* Let d1, d2, d3 be the vectors from an A site to its three B neighbours, and let φ = Σⱼ exp(ik·dⱼ). The differences of the dⱼ are the six shortest lattice vectors, so

|φ|² = 3 + g, with g = 2[cos k·a1 + cos k·a2 + cos k·(a1 + a2)].

The second-neighbour phases on B also add to g. The Hamiltonian is

H(k) = [[Δ, tφ], [tφ*, −Δ + sg]].

Its mean diagonal element is sg/2 and half the difference of its diagonal elements is u = Δ − sg/2. Therefore

E± = sg/2 ± √R, with R = u² + t²(3 + g).

Both energies depend on k through g alone. The largest value, g = 6, requires all three cosines to be 1 and occurs at Gamma. The smallest, g = −3, requires φ = 0. Three unit phases cancel only when they are 120° apart, which happens at K and K'.

*Locating the band edges.* Since du/dg = −s/2,

R' = dR/dg = t² − su, and R'' = s²/2 > 0.

R' is therefore smallest at g = −3, where u = Δ + 3s/2. For the two crystals s(Δ + 3s/2) is 0.00075 and 0.0018 Ry², both below t² = 0.0025 Ry². Hence R' > 0 throughout. The upper band has slope dE₊/dg = s/2 + R'/(2√R) > 0, so its minimum is at K and K'. The vertical gap 2√R also grows with g, so it too is smallest there:

D_1 = 2(Δ + 3s/2) = 2Δ + 3s.

For the lower band, dE₋/dg = (s√R − R')/(2√R). Both terms in the numerator are positive, so its sign is that of s²R − R'²:

s²R − R'² = s²u² + s²t²(3 + g) − t⁴ + 2t²su − s²u²

= t²[s²(3 + g) + 2sΔ − s²g − t²]

= t²[3s² + 2sΔ − t²].

The variable g has cancelled, so the slope has one sign over the whole band. For s > 0 the valence maximum is at Gamma if 3s² + 2sΔ > t², and at K and K' if the inequality is reversed. At equality, s ≈ 0.0151 Ry, the valence band of this model is flat.

For crystal 1 the left side is 0.0003 + 0.0012 = 0.0015 Ry², below t². Both band edges lie at K, and

E_g = D_1 = 0.12 + 0.03 = 0.15 Ry = 2.04 eV.

For crystal 2 it is 0.0012 + 0.0024 = 0.0036 Ry², above t². The valence maximum is at Gamma, which confirms the edges assumed in the estimate:

E_g = 0.15 Ry = 2.04 eV, D_1 = 0.12 + 0.06 = 0.18 Ry = 2.45 eV.

In both crystals the valence maximum is −0.09 Ry and the conduction minimum is 0.06 Ry, so the bands are separated as required.

*The 3 × 3 cell.* Nine primitive points fold onto its Gamma point: Gamma with g = 6, K and K' with g = −3, and six others. One of the six is b1/3, for which g = 2(−1/2 + 1 − 1/2) = 0. The other five contain the same three cosines in another order. At g = 0 the valence energy is −√(Δ² + 3t²) = −√0.0111 = −0.1054 Ry in both crystals. The valence levels, from the top down, are

crystal 1: −0.0900 (K, K'), −0.1054 (six states), −0.1230 (Gamma) Ry

crystal 2: −0.0900 (Gamma), −0.1054 (six states), −0.1200 (K, K') Ry.

The lowest conduction level is 0.0600 Ry in both, a pair from K and K'.

Both supercells therefore show 0.15 Ry at Gamma, although only crystal 1 has a direct gap. The equality of the two values follows from the chosen parameters; the folding does not depend on it. In crystal 1 the 3 × 3 cell gives the right direct gap and hides its location, since the label K has become Gamma. In crystal 2 it also hides the value. The apparent direct gap joins a Gamma state to K states, and the valence partners of those K states lie below seven other valence states. Reading 0.15 Ry as the direct gap would underestimate D_1 by 0.03 Ry, or 17% of D_1.

*Recovering the direct gap.* The primitive wavevector is still present in the wavefunctions. Let C be the amplitude of a supercell Gamma state on the site at r. Its weight on primitive k is

W(k) = (1/N²) Σ over A, B of |Σ exp(−ik·r) C(r)|²,

where the inner sum runs over the sites of one kind. The weights must be added over all states of a degenerate level, because a numerical diagonalization may return any mixture of K and K'. In crystal 2 the top valence level has weight 1 on Gamma. The conduction pair has total weight 2 on K and K', and so does the valence pair at −0.12 Ry. Matching these pairs gives 0.06 + 0.12 = 0.18 Ry, the primitive direct gap. This works because D_1 lies at K, one of the nine points folded onto Gamma. Unfolding at a single supercell wavevector gives vertical gaps only at the N² points folded there. At Gamma of a 2 × 2 cell the smallest of them is 2√(0.08² + 0.05²) = 0.189 Ry for crystal 2, above D_1. In general the matching must be repeated over the supercell wavevectors q and the smallest result taken.

The velocity operator gives a second signal. In a perfect crystal it commutes with every primitive translation. Comparing the matrix element ⟨k|v|k'⟩ before and after a translation by aⱼ gives

⟨k|v|k'⟩ = exp[i(k' − k)·aⱼ] ⟨k|v|k'⟩.

If k and k' are different primitive wavevectors, the factor differs from 1 for at least one j, and the element must vanish. The apparent 0.15 Ry transition of crystal 2 is therefore forbidden.

The transition at K is allowed in this model. To find its strength, set k = K + δ and expand g. The three cosines are −1/2 at K and the linear terms cancel. The quadratic terms give

3 + g ≈ (1/2)[(δ·a1)² + (δ·a2)² + (δ·(a1 + a2))²] = (3/4)a²δ².

The last step uses three vectors of length a whose lines are 60° apart, for which the squares add to (3/2)a²δ². Since |φ|² = (3/4)a²δ² in every direction, the squared derivatives of φ along x and y add to 2 × (3/4)a² = (3/2)a². At K the upper state lies on A and the lower on B, so with ħ = 1 the velocity element is t times the derivative of φ. The two corners together give

2 × (3/2)a²t² = 3 × 36 × 0.0025 = 0.27 (Ry bohr)².

Diagonalizing the supercell gives the same strength, and in crystal 2 the lowest velocity-allowed gap is 0.18 Ry. The weights are the more general diagnostic. In another crystal, symmetry may forbid a vertical transition, and a vanishing strength would then not prove that the wavevectors differ.

*The gap at Gamma for other N.* In crystal 2 the valence maximum always belongs to the set folded onto Gamma. The conduction level is set by the smallest g on the mesh. For N = 2 the three points other than Gamma all have g = −2. For N = 4 the cosines are 1, 0 or −1, and the mesh values of g are 6, 2 and −2. The smallest value is the same in both cells, so

E₊(g = −2) = −0.02 + √(0.08² + 0.05²) = 0.0743 Ry,

and both gaps are 0.0743 + 0.0900 = 0.1643 Ry. Doubling the cell from N = 2 to N = 4 brings no improvement at Gamma. In crystal 1 both edges improve as g decreases, so its gaps for N = 2 and N = 4 are also equal, at 0.1720 Ry.

*The smallest equal-wavevector gap at large N.* When 3 does not divide N, K lies at a corner of the supercell zone. Its distance from the nearest supercell reciprocal vector is κ = |K|/N, with |K| = 4π/(3a). The best pair shares this mismatch between the two bands. Let the valence state lie at p near Gamma and the conduction state at K + δ. They fold together if K + δ − p = G, so p − δ = K − G, a vector of length κ. Near the edges the gap exceeds E_g by Aδ² + Bp². Minimizing at fixed p − δ gives p = A(K − G)/(A + B) and δ = −B(K − G)/(A + B), and hence

D_N − E_g ≈ [AB/(A + B)] κ².

The coefficients follow from the slopes of the bands in g. At K, with √R = u = Δ + 3s/2, the slope of E₊ is

s/2 + (t² − su)/(2u) = t²/(2u) = 0.0025/0.18 = 0.01389,

so A = (3/4)a² × 0.01389 = 0.01042a² Ry. Near Gamma g ≈ 6 − (3/2)a²p². For crystal 2, u = 0 and √R = 3t there, so the slope of E₋ is

s/2 − t²/(6t) = 0.01 − 0.00833 = 0.00167,

and B = (3/2)a² × 0.00167 = 0.0025a² Ry. With a²κ² = (4π/3)²/N² = 17.55/N²,

D_N − E_g ≈ 0.00202 × 17.55/N² = 0.035/N² Ry.

This is a leading-order result for large N not divisible by 3. When 3 divides N, the mismatch is zero and D_N = E_g.

**Comparison of the estimate and the solution**

For crystal 2, in Ry, with the estimates in the columns marked "est.":

N | Gamma, est. | Gamma | D_N, est. | D_N
2 | 0.188 | 0.1643 | 0.158 | 0.1589
3 | 0.167 | 0.1500 | 0.153 | 0.1500
4 | 0.159 | 0.1643 | 0.152 | 0.1523
5 | 0.156 | 0.1554 | 0.151 | 0.1514
6 | 0.154 | 0.1500 | 0.151 | 0.1500

The D_N values were located on a mesh of 720 × 720 primitive wavevectors and confirmed by diagonalizing the supercells at the points found. The complete values for both crystals are in the numerical output.

When 3 does not divide N, the scaling estimate finds the size of the excess to within a factor of three (at Gamma for N = 2 it gives 0.038 Ry against 0.014 Ry) and, for D_N, the right power of N. For these parameters its prefactor of 0.03 Ry happens to lie close to the derived 0.035 Ry; scaling alone does not ensure this. The derived form gives excesses of 0.009, 0.002 and 0.001 Ry for N = 2, 4 and 5, in agreement with the table at this precision. What scaling cannot supply is the divisibility of N by 3, which makes the excess vanish at N = 3 and N = 6.

For the gap at Gamma the valence state stays at Gamma, and the conduction state takes up the whole mismatch. When 3 does not divide N, the leading form of the excess is then Aκ² = 0.01042 × 17.55/N² = 0.183/N² Ry. It gives 0.046, 0.011 and 0.007 Ry for N = 2, 4 and 5, against 0.014, 0.014 and 0.005 Ry in the table. The quadratic expansion is therefore not yet accurate at these N, and the close agreement of the scaling estimate at N = 5 is accidental.

The table also limits what is special about the 3 × 3 cell. Already at N = 2 the apparent direct gap of crystal 2 is below D_1 = 0.18 Ry, because other pairs of different primitive wavevectors fold together. Among the N × N cells, those with N divisible by 3 carry this lowering all the way to E_g. In crystal 1, D_N stays at 0.15 Ry for every N, since both edges already share the same wavevector, and only its location changes.

**Use in first-principles calculations**

The model is not a first-principles calculation, and its gaps describe no particular material. The folding rule and the union of spectra rest on translation symmetry alone, so they also hold for Kohn-Sham bands of a perfectly repeated cell, provided the primitive and supercell calculations have the same self-consistent potential. Equivalent wavevector sampling removes any difference due to the mesh, and so does sampling that is converged in both cells. The pattern of gaps in the table additionally needs band edges at Gamma and K. For edges elsewhere, two questions must be kept apart. An edge at k folds onto Gamma if n1k·a1 and n2k·a2 are both integer multiples of 2π. Two edges fold onto a common supercell wavevector if the difference of their wavevectors passes this test, even when neither edge folds onto Gamma.

A sound procedure is to compute the primitive bands first, including both Gamma and K, and to record E_g and D_1 separately. A gap at Gamma in a 3 × 3 cell should be called direct only after the unfolding weights show that both edge states have the same primitive wavevector. Even then it equals D_1 only if the smallest vertical gap lies at one of the nine folded points. A defect or a relaxation that breaks the primitive translations can mix the folded states. The weights may then spread over several wavevectors, the selection rule is no longer guaranteed, and the energies themselves may shift. Not every state need respond. In the model, changing the energy of a single B site leaves the conduction pair from K and K' untouched, because that pair lies wholly on A.

Computed results

```
lattice constant a = 6.0 bohr
delta = 0.060 Ry, t = 0.050 Ry
1 Ry = 13.605693 eV
Image of primitive K in the N x N supercell:
  N = 1: K
  N = 2: K'
  N = 3: Gamma
  N = 4: K
  N = 5: K'
  N = 6: Gamma
s at which the valence band is flat = 0.01512 Ry
--- direct model, s = 0.010 Ry ---
E_v(Gamma) = -0.1230, E_v(K) = -0.0900 Ry
E_c(Gamma) = 0.1830, E_c(K) = 0.0600 Ry
E_g = 0.1500 Ry = 2.041 eV
primitive direct gap D_1 = 0.1500 Ry = 2.041 eV
N, Gamma-only gap (Ry), D_N (Ry), q of D_N (supercell fractions)
  1  0.3059  0.1500  (0.333, 0.333)
  2  0.1720  0.1500  (0.333, 0.333)
  3  0.1500  0.1500  (0.000, 0.000)
  4  0.1720  0.1500  (0.333, 0.333)
  5  0.1587  0.1500  (0.333, 0.333)
  6  0.1500  0.1500  (0.000, 0.000)
root3 x root3 cell: gap at Gamma = 0.1500 Ry
3 x 3, Gamma: conduction edge has 2 states, K+K' weight 2.000
valence level (Ry), states, weights on Gamma and K+K',
  gap to conduction edge (Ry), velocity strength (Ry bohr)^2
  -0.0900  2  0.000  2.000  0.1500  0.2700
  -0.1054  6  0.000  0.000  0.1654  0.0000
  -0.1230  1  1.000  0.000  0.1830  0.0000
lowest velocity-allowed gap = 0.1500 Ry; valence states above the K pair: 0
--- indirect model, s = 0.020 Ry ---
E_v(Gamma) = -0.0900, E_v(K) = -0.1200 Ry
E_c(Gamma) = 0.2100, E_c(K) = 0.0600 Ry
E_g = 0.1500 Ry = 2.041 eV
primitive direct gap D_1 = 0.1800 Ry = 2.449 eV
N, Gamma-only gap (Ry), D_N (Ry), q of D_N (supercell fractions)
  1  0.3000  0.1800  (0.333, 0.333)
  2  0.1643  0.1589  (0.494, 0.753)
  3  0.1500  0.1500  (0.000, 0.000)
  4  0.1643  0.1523  (0.728, 0.728)
  5  0.1554  0.1514  (0.528, 0.736)
  6  0.1500  0.1500  (0.000, 0.000)
root3 x root3 cell: gap at Gamma = 0.1500 Ry
3 x 3, Gamma: conduction edge has 2 states, K+K' weight 2.000
valence level (Ry), states, weights on Gamma and K+K',
  gap to conduction edge (Ry), velocity strength (Ry bohr)^2
  -0.0900  1  1.000  0.000  0.1500  0.0000
  -0.1054  6  0.000  0.000  0.1654  0.0000
  -0.1200  2  0.000  2.000  0.1800  0.2700
lowest velocity-allowed gap = 0.1800 Ry; valence states above the K pair: 7
```
